# Photoelectron angular distributions for linear, circular and unpolarized light: a program that tests the result

```python
"""
Result under test: one-photon dipole ionization of randomly oriented targets.
  linear light      W/mean = 1 + beta P2(cos angle to polarization)
  unpolarized light W/mean = 1 - beta/2 P2(cos angle to propagation)
  circular light    the same plus h*b1*cos(angle), h = +1 or -1
D(n): dipole vector for electron direction n, in the target frame.
L = <|n.D|^2>, 2T = <|D|^2> - L, C = Im<n.(D x D*)>/2, f = L/(L+2T),
beta = 3f - 1, b1 = 3C/(L+2T).  Atomic units unless a label says otherwise.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(4)


def P2(x):
    return 1.5 * x**2 - 0.5


# ---------- quadrature over rotations and over the sphere ----------
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)
turns = 2 * np.pi * np.arange(10) / 10
g1, g2, g3 = np.meshgrid(turns, np.arccos(cos_nodes), turns, indexing="ij")
euler = np.stack([g1.ravel(), g2.ravel(), g3.ravel()], axis=1)
rotations = Rotation.from_euler("ZYZ", euler).as_matrix()
rot_weights = np.broadcast_to(cos_weights[None, :, None], g1.shape).ravel()
rot_weights = rot_weights / rot_weights.sum()

ct, ph = np.meshgrid(cos_nodes, turns, indexing="ij")
st = np.sqrt(1 - ct**2)
sphere = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=-1).reshape(-1, 3)
sphere_weights = np.repeat(cos_weights, len(turns))
sphere_weights = sphere_weights / sphere_weights.sum()


def averaged_rate(field, pol, n):
    """Rate |pol.D|^2 for lab direction n, averaged over target rotations."""
    n_target = np.einsum("aij,i->aj", rotations, n)
    dip_lab = np.einsum("aij,aj->ai", rotations, field(n_target))
    return np.sum(rot_weights * np.abs(dip_lab @ pol)**2)


def target_frame_parameters(field):
    """mean rate, f, beta, b1 from averages over electron directions."""
    d = field(sphere)
    along = np.sum(sphere_weights * np.abs(np.sum(sphere * d, axis=1))**2)
    total = np.sum(sphere_weights * np.sum(np.abs(d)**2, axis=1))
    triple = np.sum(sphere * np.cross(d, d.conj()), axis=1)
    handed = 0.5 * np.sum(sphere_weights * triple).imag
    f = along / total
    return total / 3, f, 3 * f - 1, 3 * handed / total


c0 = rng.normal(size=3) + 1j * rng.normal(size=3)
c1 = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
c2 = rng.normal(size=(3, 3, 3)) + 1j * rng.normal(size=(3, 3, 3))
axis_a = np.array([0.0, 0.0, 1.0])
g_handed = 0.5


def generic_field(n):
    return c0 + n @ c1.T + np.einsum("ijk,aj,ak->ai", c2, n, n)


def handed_field(n):
    return axis_a + 1j * g_handed * np.cross(n, axis_a)


def radial_field(n):
    return n * (1 + 0.7j * n[:, :1])


def tangential_field(n):
    return np.cross(n, c0)


x_pol = np.array([1, 0, 0], complex)
y_pol = np.array([0, 1, 0], complex)
z_pol = np.array([0, 0, 1], complex)
circ = {h: (x_pol + 1j * h * y_pol) / np.sqrt(2) for h in (1, -1)}
directions = rng.normal(size=(6, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
mirror = np.array([1.0, 1.0, -1.0])
p_lin = 0.6
largest_error = 0.0

for field in (generic_field, handed_field, radial_field, tangential_field):
    mean, f, beta, b1 = target_frame_parameters(field)

    def mirrored(n, original=field):
        return mirror * original(n * mirror)

    for n in directions:
        wx, wy, wz = [averaged_rate(field, e, n) / mean
                      for e in (x_pol, y_pol, z_pol)]
        pattern = 1 - beta / 2 * P2(n[2])
        partial = (1 + p_lin) / 2 * wx + (1 - p_lin) / 2 * wy
        partial_law = 1 - beta / 2 * (
            P2(n[2]) - 1.5 * p_lin * (n[0]**2 - n[1]**2))
        errors = [wz - (1 + beta * P2(n[2])), (wx + wy) / 2 - pattern,
                  partial - partial_law]
        for h in (1, -1):
            w_circ = averaged_rate(field, circ[h], n) / mean
            w_mirr = averaged_rate(mirrored, circ[h], n) / mean
            errors += [w_circ - (pattern + h * b1 * n[2]),
                       (w_circ + w_mirr) / 2 - pattern]
        largest_error = max(largest_error, np.max(np.abs(errors)))
assert largest_error < 1e-11


def beta_from_rates(field):
    w0 = averaged_rate(field, z_pol, np.array([0.0, 0.0, 1.0]))
    w90 = averaged_rate(field, z_pol, np.array([1.0, 0.0, 0.0]))
    return 2 * (w0 - w90) / (w0 + 2 * w90)


beta_radial = beta_from_rates(radial_field)
beta_tangential = beta_from_rates(tangential_field)
assert abs(beta_radial - 2) < 1e-11
assert abs(beta_tangential + 1) < 1e-11

# One fixed orientation is not axially symmetric about the polarization.
ring = np.array([[0.6, 0.0, 0.8], [0.0, 0.6, 0.8]])
fixed_rates = np.abs(generic_field(ring) @ z_pol)**2
assert abs(fixed_rates[0] / fixed_rates[1] - 1) > 0.01

_, f_h, beta_h, b1_h = target_frame_parameters(handed_field)
forward = {h: averaged_rate(handed_field, circ[h], axis_a)
           / target_frame_parameters(handed_field)[0] for h in (1, -1)}
assert abs(b1_h) <= 1 - beta_h / 2

# ---------- hydrogen 2p ----------
alpha = const.fine_structure
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]
megabarn = bohr**2 / 1e-22


def gauss(upper, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return upper * (x + 1) / 2, upper * w / 2


def partial_wave_route(k):
    """Radial integrals with energy-normalized waves, and Coulomb phases."""
    r, w = gauss(80.0, 120)
    u_2p = r**2 * np.exp(-r / 2) / np.sqrt(24)
    radial, phase = [], []
    for l in (0, 2):
        wave = np.array([float(mp.re(mp.coulombf(l, -1 / k, k * s))) for s in r])
        radial.append(np.sqrt(2 / (np.pi * k)) * np.sum(w * wave * r * u_2p))
        phase.append(float(mp.im(mp.loggamma(mp.mpc(l + 1, -1 / k)))))
    return radial[0], radial[1], phase[1] - phase[0]


def full_wave_route(k):
    """L and T from the complete Coulomb wave, electron direction along z."""
    s, w = gauss(140.0, 160)
    kummer = np.array([complex(mp.hyp1f1(mp.mpc(0, -1 / k), 1,
                                        mp.mpc(0, -k * v))) for v in s])
    norm = complex(mp.exp(mp.pi / (2 * k)) * mp.gamma(mp.mpc(1, 1 / k)))
    xi, eta = s[:, None], s[None, :]
    z, rho2, r = (xi - eta) / 2, xi * eta, (xi + eta) / 2
    psi = norm * np.exp(1j * k * z) * kummer[:, None]
    common = (w[:, None] * w[None, :] * (xi + eta) / 4 * psi.conj()
              * np.exp(-r / 2) / (4 * np.sqrt(2 * np.pi)))
    d_z = 2 * np.pi * np.sum(common * z**2)
    d_x = np.pi * np.sum(common * rho2)
    density = k / (2 * np.pi)**3
    return density * abs(d_z)**2 / 3, density * abs(d_x)**2 / 3


results = {}
for energy in (0.125, 0.5, 2.0):
    k = np.sqrt(2 * energy)
    omega = energy + 0.125
    R0, R2, dphase = partial_wave_route(k)
    strength = R0**2 + 2 * R2**2
    beta = (2 * R2**2 - 4 * R0 * R2 * np.cos(dphase)) / strength
    sigma = 4 * np.pi**2 * alpha * omega * strength / 9
    L, T = full_wave_route(k)
    beta_full = 3 * L / (L + 2 * T) - 1
    sigma_full = 4 * np.pi * 4 * np.pi**2 * alpha * omega * (L + 2 * T) / 3
    assert abs(beta - beta_full) < 1e-6
    assert abs(sigma / sigma_full - 1) < 1e-6
    results[energy] = (omega, k, R0, R2, dphase, L, T, beta, sigma,
                       beta_full, sigma_full, 2 * R2**2 / strength)

# ---------- printed numbers ----------
print("ROTATIONAL AVERAGES")
print(f"largest error of all patterns (relative to mean): {largest_error:.1e}")
print(f"beta, dipole always along n: {beta_radial:.6f}")
print(f"beta, dipole always across n: {beta_tangential:.6f}")
print(f"fixed target, rate ratio at equal theta: "
      f"{fixed_rates[0] / fixed_rates[1]:.4f}")
print("HANDED MODEL D = a + i g n x a")
print(f"g = {g_handed:.2f}, f = {f_h:.6f}, beta = {beta_h:.6f}")
print(f"b1 = {b1_h:.6f}, bound 1-beta/2 = {1 - beta_h / 2:.6f}")
print(f"forward rate/mean, h=+1: {forward[1]:.6f}")
print(f"forward rate/mean, h=-1: {forward[-1]:.6f}")
print("HYDROGEN 2p, ALL ENERGIES")
for energy, v in results.items():
    print(f"electron energy {energy:.3f} hartree: beta = {v[7]:.5f}, "
          f"sigma = {v[8] * megabarn:.5f} Mb")
    print(f"  full-wave check: beta = {v[9]:.5f}, "
          f"sigma = {v[10] * megabarn:.5f} Mb")
omega, k, R0, R2, dphase, L, T, beta, sigma, _, _, beta_inc = results[0.5]
print("HYDROGEN 2p, ELECTRON ENERGY 0.5 hartree")
print(f"photon energy = {omega:.4f} hartree = {omega * hartree_eV:.3f} eV")
print(f"electron momentum k = {k:.4f} a.u.")
print(f"R0 = {R0:.6f} a.u., R2 = {R2:.6f} a.u.")
print(f"sigma2 - sigma0 = {dphase:.6f} rad, cosine = {np.cos(dphase):.6f}")
print(f"L = {L:.6f} a.u., T = {T:.6f} a.u.")
print(f"longitudinal fraction f = {L / (L + 2 * T):.6f}")
print(f"beta = {beta:.6f}")
print(f"beta without interference = {beta_inc:.6f}")
print(f"cross section = {sigma:.6f} bohr^2 = {sigma * megabarn:.5f} Mb")
print(f"linear, rate/mean at 0 deg: {1 + beta:.5f}")
print(f"linear, rate/mean at 90 deg: {1 - beta / 2:.5f}")
print(f"circular or unpolarized, rate/mean at 0 deg: {1 - beta / 2:.5f}")
print(f"circular or unpolarized, rate/mean at 90 deg: {1 + beta / 4:.5f}")
print(f"angle where P2 = 0: {np.degrees(np.arccos(1 / np.sqrt(3))):.4f} deg")
print("all good")
```

Running it gives:

```
ROTATIONAL AVERAGES
largest error of all patterns (relative to mean): 2.2e-15
beta, dipole always along n: 2.000000
beta, dipole always across n: -1.000000
fixed target, rate ratio at equal theta: 23.8958
HANDED MODEL D = a + i g n x a
g = 0.50, f = 0.285714, beta = -0.142857
b1 = -0.857143, bound 1-beta/2 = 1.071429
forward rate/mean, h=+1: 0.214286
forward rate/mean, h=-1: 1.928571
HYDROGEN 2p, ALL ENERGIES
electron energy 0.125 hartree: beta = 1.14286, sigma = 1.49983 Mb
  full-wave check: beta = 1.14286, sigma = 1.49983 Mb
electron energy 0.500 hartree: beta = 0.69565, sigma = 0.06460 Mb
  full-wave check: beta = 0.69565, sigma = 0.06460 Mb
electron energy 2.000 hartree: beta = 0.27119, sigma = 0.00066 Mb
  full-wave check: beta = 0.27119, sigma = 0.00066 Mb
HYDROGEN 2p, ELECTRON ENERGY 0.5 hartree
photon energy = 0.6250 hartree = 17.007 eV
electron momentum k = 1.0000 a.u.
R0 = 0.091412 a.u., R2 = 0.231256 a.u.
sigma2 - sigma0 = -1.249046 rad, cosine = 0.316228
L = 0.001729 a.u., T = 0.000665 a.u.
longitudinal fraction f = 0.565217
beta = 0.695652
beta without interference = 0.927536
cross section = 0.002307 bohr^2 = 0.06460 Mb
linear, rate/mean at 0 deg: 1.69565
linear, rate/mean at 90 deg: 0.65217
circular or unpolarized, rate/mean at 0 deg: 0.65217
circular or unpolarized, rate/mean at 90 deg: 1.17391
angle where P2 = 0: 54.7356 deg
all good
```
